# A straight Y-function does not guarantee the correct low-field mobility

A short transistor is measured at small drain voltage. Its drain current $I$ and transconductance $g_m=dI/dV_g$ are combined into $Y=I/\sqrt{g_m}$, and the plot of $Y$ against gate voltage $V_g$ is a straight line. The slope gives a mobility well below that of a long transistor on the same wafer. Has the channel become worse, or has the measurement charged something else to it?

The belief to be examined is that a straight $Y$ settles the matter: series resistance has dropped out, so the slope must give the low-field mobility of the channel. For a constant series resistance this is right. It fails when part of the access resistance varies inversely with gate overdrive.

## Why the belief tempts

Let the channel have length $L$, width $W$, gate capacitance per area $C$ and low-field mobility $\mu_0$. Its gain factor is

$$\beta=\frac{\mu_0CW}{L}.$$

The overdrive is $x=V_g-V_t-V_d/2$, with threshold $V_t$ and drain voltage $V_d$. In strong inversion, with charge density $Cx$ and mobility $\mu_0/(1+\theta_0x)$, the channel resistance is

$$R_{ch}=\frac{1+\theta_0x}{\beta x}=\frac{1}{\beta x}+\frac{\theta_0}{\beta}.$$

Source and drain access are taken as equal. The voltage lost at the source then raises the inner source potential by as much as the loss at the drain lowers the inner drain potential. The mean channel potential stays at $V_d/2$, which is why $x$ contains the terminal voltages. For gate-dependent access this is the leading order in small $V_d$.

With total access resistance $R(x)$, the current is $I=V_d/R_{tot}$, where $R_{tot}=R_{ch}+R$. At fixed $V_d$, $dx=dV_g$, so

$$g_m=-\frac{V_d}{R_{tot}^2}\frac{dR_{tot}}{dx},\qquad
Y^2=\frac{I^2}{g_m}=\frac{V_d}{-dR_{tot}/dx}.$$

The factors $R_{tot}^2$ have cancelled, and only the derivative of the resistance remains. A constant access resistance disappears, and so does the constant $\theta_0/\beta$. What is left is $-dR_{tot}/dx=1/(\beta x^2)$, hence $Y=\sqrt{\beta V_d}\,x$. The line is straight and its slope is correct.

The cancellation covers constants and nothing more. For a general access law,

$$-\frac{dR_{tot}}{dx}=\frac{1}{\beta x^2}-\frac{dR}{dx},
\qquad
Y^2=\frac{\beta V_dx^2}{1-\beta x^2\,dR/dx}.$$

## The access resistance that leaves no bend

Suppose the access region includes a short gated section at each end of the channel, of length $\ell$ and low mobility $\mu_e$, with the same threshold as the channel. Its charge density is also $Cx$. The two sections in series have resistance $2\ell/(\mu_eCWx)$, so the total access resistance is

$$R=R_0+\frac{\lambda}{x},\qquad \lambda=\frac{2\ell}{\mu_eCW}.$$

Since $dR/dx=-\lambda/x^2$, the denominator of the general formula becomes $1+\beta\lambda$, which does not depend on $x$. Therefore

$$Y=\sqrt{GV_d}\,x,\qquad G=\frac{\beta}{1+\beta\lambda},\qquad
\mu_Y=\frac{GL}{CW}=\frac{\mu_0}{1+\beta\lambda}.$$

Within this resistance law the line is perfectly straight and passes through the true threshold, yet the mobility is too low by the factor $1+\beta\lambda$.

Two limits show what the slope measures. When $\beta\lambda\ll1$, as in a long channel, $\mu_Y\to\mu_0$. When $\beta\lambda\gg1$, $G\to1/\lambda$: the slope then describes the access region and hardly depends on the channel mobility.

The converse shows what straightness does prove. If $Y=cx$, then

$$\frac{d}{dx}\left(\frac1I\right)=-\frac{g_m}{I^2}=-\frac1{Y^2}=-\frac1{c^2x^2},
\qquad
\frac1I=\frac1{c^2x}+\text{constant}.$$

Multiplication by $V_d$ gives a total resistance of the form $a/x+b$. Subtracting the assumed channel law leaves an access resistance of the form $R_0+\lambda/x$. A straight line through the true threshold thus fixes the form of the total resistance, but not how $a$ is divided between $1/\beta$ and $\lambda$.

## A transistor that loses a third of its mobility

Take $L=40$ nm, $W=1$ µm, $C=2.0$ µF/cm², $\mu_0=200$ cm²/Vs, $\theta_0=0.3$ V⁻¹, $R_0=150$ Ω and $\lambda=50$ Ω V. Such a $\lambda$ arises from two gated edges of 2.5 nm with mobility 50 cm²/Vs, not counted in $L$. In silicon the mean free path at this mobility is roughly 1 to 3 nm, depending on its definition and on the carrier density, so for such short edges the mobility is an effective value, not a local material property. Then

$$\beta=\frac{200\times2.0\times10^{-6}\times1000}{40}\ \frac{\text{A}}{\text{V}^2}
=10\ \frac{\text{mA}}{\text{V}^2},\qquad \beta\lambda=0.5.$$

At $x=0.5$ V the channel has $1.15/(0.010\times0.5)=230$ Ω and the access $150+50/0.5=250$ Ω. With $V_d=20$ mV the current is $0.020/480$ A $=41.67$ µA. The transconductance is 52.08 µA/V, so $Y=5.774\times10^{-3}$ A$^{1/2}$V$^{1/2}$. At 0.3 and 0.7 V, $Y$ is 3.464 and 8.083 in the same unit of $10^{-3}$ A$^{1/2}$V$^{1/2}$. All three values have the same ratio $Y/x$, and

$$G=\frac{(Y/x)^2}{V_d}=6.667\ \frac{\text{mA}}{\text{V}^2},
\qquad \mu_Y=\frac{200}{1.5}=133.3\ \text{cm}^2/\text{Vs}.$$

The channel mobility is 200 cm²/Vs, and the straight line reports one third less.

The lumped law can be tested by a calculation that does not assume it. The local potential was integrated along a gated sheet with the two low-mobility edges and fixed end resistors, at $V_d=1$ mV. A line fitted to the resulting $Y$ between $x=0.3$ and 0.7 V gives 133.33 cm²/Vs. With the edges removed it gives 200.00 cm²/Vs, whether the constant resistance is 150 or 450 Ω.

## Why the same curve cannot reveal the error

One might hope that the apparent mobility attenuation $\theta$ exposes the missing resistance. Written as $R_{tot}=(1+\theta x)/(Gx)$, the total resistance has the constant part $\theta/G=\theta_0/\beta+R_0$. Inserting $1/\beta=1/G-\lambda$ gives

$$\theta=G\left[\theta_0\left(\frac1G-\lambda\right)+R_0\right]
=\theta_0+G\,(R_0-\theta_0\lambda).$$

For transistors of different length with the same $\theta_0$, $R_0$ and $\lambda$, a plot of $\theta$ against $G$ is also straight, with the correct intercept $\theta_0$. Its slope is $150-0.3\times50=135$ Ω, whereas the true access resistance at $x=0.5$ V is 250 Ω. A second straight line has hidden the same term.

The ambiguity is deeper than the choice of plot. Consider a twin device with channel gain $G$, the same $\theta_0$, no $\lambda$, and constant access resistance $R_0-\theta_0\lambda$. Its total resistance is

$$\frac{1+\theta_0x}{Gx}+R_0-\theta_0\lambda
=\frac1{Gx}+\theta_0\left(\frac1G-\lambda\right)+R_0
=\frac1{Gx}+\frac{\theta_0}{\beta}+R_0,$$

which is the resistance of the original device at every $x$. Here the twin has mobility 133.3 cm²/Vs and 135 Ω. In the sheet calculation at 1 mV the two currents differ by about 0.01 parts per million. Within this model, no treatment of that single low-drain-voltage curve can tell the devices apart. Information from outside the curve is needed.

## What a length series adds

Inverting the gain gives

$$\frac1G=\frac1\beta+\lambda=\frac{L}{\mu_0CW}+\lambda.$$

If $\mu_0$, $C$ and $\lambda$ are the same for all lengths, $1/G$ is linear in $L$. The slope contains the channel mobility and the intercept is $\lambda$. Sheet calculations for 40, 60, 100, 200 and 500 nm give $\mu_Y=133.3$, 150.0, 166.7, 181.8 and 192.3 cm²/Vs. Each of these transistors has the same channel mobility. The line through their $1/G$ values returns 200.00 cm²/Vs and 50.00 Ω V.

The intercept does not name its cause. If the assumed length exceeds the true one by a constant $\Delta L$, then $L$ in the formula becomes $L-\Delta L$. The slope is unchanged, while the intercept becomes $\lambda-\Delta L/(\mu_0CW)$.

Ballistic injection also contributes. In a nondegenerate channel without scattering, half the carriers move toward the drain with mean velocity component along the channel $v_T=\sqrt{2k_BT/\pi m}$, where $m$ is the transport mass. At small $V_d$ the opposing flux is weaker by the fraction $qV_d/k_BT$, so $I=W(Cx/2)v_T\,qV_d/k_BT$. The corresponding resistance is

$$R_b=\frac{2k_BT/q}{v_TCW}\,\frac1x,$$

again inversely proportional to overdrive. For the example at 300 K, with mass 0.19 electron masses, its coefficient is 20.9 Ω V. With all electrons in one two-valley subband, degeneracy raises the product $R_bx$ to 27.7 Ω V at $x=0.5$ V and makes $R_b$ fall somewhat more slowly than $1/x$. An extracted mobility that falls as the channel is made shorter can therefore reflect gated access, ballistic injection or real damage to the channel.

## When the line is nearly straight

Access regions need not share the channel threshold. If theirs is lower by $\delta$, then $R=R_0+\lambda/(x+\delta)$ and

$$\frac{V_d}{Y^2}=\frac1{\beta x^2}+\frac{\lambda}{(x+\delta)^2}.$$

This is no longer a pure $1/x^2$ law, but the eye would hardly notice. For $\delta=0.1$ V, the largest deviation from the fitted line is 0.18 % of the local $Y$, while the extracted mobility is 136 cm²/Vs. For $\delta=0.2$ V the figures are 0.41 % and 142 cm²/Vs. The intercept moves by $-22$ and $-29$ mV, a useful warning if the threshold is known independently to better than that and other causes of curvature are small. The second-order attenuation term considered below moves the intercept the other way, by about $+8$ mV for $\theta_2=0.1$ V⁻². When $\delta$ is large enough that $\beta\lambda x^2/(x+\delta)^2\ll1$ throughout the window, the error becomes small.

A steeper law is easier to see. Replacing $\lambda/x$ by a $1/x^2$ term of equal resistance at $x=0.5$ V gives a deviation of 2.2 % and an intercept shift of 96 mV.

## The model beside a real device

The parameters are rough values for the regime of a short fully depleted silicon-on-insulator n-channel transistor with a high-permittivity gate insulator. The value of $\lambda$ is an assumption, not a measurement, and must be found for each process. One assumption that is clearly broken is that the charge equals $Cx$. With one two-valley subband, finite temperature and finite density of states, and with $C$ kept as the insulator capacitance, the extracted mobility falls from 133 to 116 cm²/Vs. Even without $\lambda$ it is 174 instead of 200 cm²/Vs, and in both cases the deviation from a line is only 0.47 %. This estimate treats the electrons as a sheet of zero thickness in a single subband, so it understates the effect. In an undoped film 5 to 10 nm thick, with hard walls and no field at the back interface, the charge centroid lies about 2 nm below the interface and a third or more of the electrons occupy other subbands. The figures 116 and 174 then drop to about 93 and 140 cm²/Vs, with a deviation from a line still below 1 %. Gate-dependent access is thus not the only error that a nearly straight $Y$ can hide.

Other effects were sized separately, so their changes should not simply be added:

- Ballistic resistance, with the ideal charge law, lowers the extracted 133 to 117 cm²/Vs.
- A second-order attenuation term $\theta_2x^2$ in the numerator of $R_{ch}$, with $\theta_2=0.1$ V⁻², raises it to 141 cm²/Vs.
- The ratio of $\mu_0$ times the mean channel field to a saturation velocity of $10^7$ cm/s is at most 0.053 in the window at $V_d=20$ mV.
- An assumed gate leakage of 10 A/cm² is 0.014 % of the smallest drain current in the window.

The figures in this list, with the remaining estimates, are in the numerical output. For the stated parameters, the corrections change the size of the mobility error but give no reason to trust straightness as a test for it.

## Computed values

```
L = 40 nm, W = 1 um, C = 2.0 uF/cm2
mu0 = 200 cm2/Vs, theta0 = 0.3 1/V, T = 300 K
R0 = 150 ohm, lam = 50 ohm V, Vt = 0.35 V
Vd = 20 mV; small-Vd tests at 1 mV
edge length 2.5 nm per side, edge mobility 50 cm2/Vs
beta = 10.000 mA/V2, beta*lam = 0.500
lumped device at Vd = 20 mV:
 x=0.3 V: Rchannel=363.3 ohm, Raccess=316.7 ohm
  I=29.41 uA, gm=72.09 uA/V, Y=3.464 mA^0.5 V^0.5 x 1e-1.5
 x=0.5 V: Rchannel=230.0 ohm, Raccess=250.0 ohm
  I=41.67 uA, gm=52.08 uA/V, Y=5.774 mA^0.5 V^0.5 x 1e-1.5
 x=0.7 V: Rchannel=172.9 ohm, Raccess=221.4 ohm
  I=50.72 uA, gm=39.38 uA/V, Y=8.083 mA^0.5 V^0.5 x 1e-1.5
predicted: G = 6.667 mA/V2, mu = 133.33 cm2/Vs, theta = 1.200 1/V
sheet, small Vd: mu = 133.33 cm2/Vs, theta = 1.200 1/V
sheet, small Vd: largest bend of Y = 0.00000 %
constant access only: mu = 200.00 cm2/Vs at R0, 200.00 at 3 R0
twin: mu = 133.33 cm2/Vs, constant R = 135.0 ohm
twin: largest current difference = 0.01 ppm
length series, extracted from the sheet:
 L=40 nm: mu=133.3 cm2/Vs, 1/G=150.0 ohm V, theta=1.200 1/V
 L=60 nm: mu=150.0 cm2/Vs, 1/G=200.0 ohm V, theta=0.975 1/V
 L=100 nm: mu=166.7 cm2/Vs, 1/G=300.0 ohm V, theta=0.750 1/V
 L=200 nm: mu=181.8 cm2/Vs, 1/G=550.0 ohm V, theta=0.545 1/V
 L=500 nm: mu=192.3 cm2/Vs, 1/G=1300.0 ohm V, theta=0.404 1/V
1/G against L: mu0 = 200.00 cm2/Vs, lam = 50.00 ohm V
theta against G: slope = 135.00 ohm, intercept = 0.3000 1/V
access threshold lower by 0.1 V: mu=136.2 cm2/Vs, bend=0.18 %, intercept=-21.8 mV
access threshold lower by 0.2 V: mu=141.9 cm2/Vs, bend=0.41 %, intercept=-29.3 mV
1/x^2 access law: mu=154.7 cm2/Vs, bend=2.21 %, intercept=95.8 mV
neglected effects:
 finite Vd: mu = 133.33 cm2/Vs, bend = 0.000 %, current gap = 0.001 %
 subband charge, lam=0 ohm V: mu=174.1 cm2/Vs, bend=0.47 %
 subband charge, lam=50 ohm V: mu=116.1 cm2/Vs, bend=0.47 %
 Fermi level above subband at x=0.5 V: 1.27 kT
 ballistic lam: 20.9 ohm V nondegenerate, 27.7 ohm V at x=0.5 V
 with ballistic resistance: mu = 116.9 cm2/Vs, bend = 0.02 %
 ballistic lam factor if all in primed valleys: 1.38
 theta2 = 0.1 1/V2: mu = 140.5 cm2/Vs, bend = 0.41 %
 velocity saturation: mu0*E/vsat at most 0.053 for vsat = 1e+07 cm/s
 gate leakage at 10 A/cm2: 0.014 % of I
 SiO2-equivalent field at x=0.7 V: 4.1 MV/cm
 self-heating at 5e+04 K/W: 0.051 K
```
